# Generalized Bloch Theorem for Spin Spirals: Two Derivations Compared, part 2

In a spin spiral the exchange field turns by \(\mathbf q\cdot\mathbf R\) about \(z\) under a lattice vector \(\mathbf R\). One electron of mass \(m\) and momentum \(\mathbf p\) has \(H=\frac{p^2}{2m}+V+\mathbf b\cdot\boldsymbol\sigma\), with \(V\) and \(\mathbf b\) real and in units of energy, \(\boldsymbol\sigma\) the Pauli matrices and \(b_\pm=b_x\pm ib_y\). \(V\) and \(b_z\) are lattice periodic, and
\[ b_+(\mathbf r+\mathbf R)=e^{i\mathbf q\cdot\mathbf R}\,b_+(\mathbf r). \tag{2} \]
The spiral is flat if \(b_z=0\) and conical otherwise. The index \(s=+1\) means up and \(s=-1\) down; \(\mathbf G\) is a reciprocal vector, \(e^{i\mathbf G\cdot\mathbf R}=1\).

Let \((\tau_{\mathbf R}\psi)(\mathbf r)=\psi(\mathbf r+\mathbf R)\) and \(U(\varphi)=e^{i\varphi\sigma_z/2}\). Any spin matrix \(A\) obeys
\[ (UAU^\dagger)_{ss'}=e^{i(s-s')\varphi/2}A_{ss'} . \tag{3} \]
The theorem is that if \(H\) commutes with \(T_{\mathbf R}=e^{i\mathbf q\cdot\mathbf R\,\sigma_z/2}\,\tau_{\mathbf R}\), as it does here, its eigenstates can be chosen with \(T_{\mathbf R}\psi=e^{i\mathbf k\cdot\mathbf R}\psi\), so that
\[ \psi_s(\mathbf r+\mathbf R)=e^{i(\mathbf k-s\mathbf q/2)\cdot\mathbf R}\,\psi_s(\mathbf r), \tag{4} \]
\[ \psi_\uparrow=e^{i(\mathbf k-\mathbf q/2)\cdot\mathbf r}u_\uparrow(\mathbf r),\qquad \psi_\downarrow=e^{i(\mathbf k+\mathbf q/2)\cdot\mathbf r}u_\downarrow(\mathbf r), \tag{1} \]
with \(\mathbf k\) in the Brillouin zone and periodic \(u_s=\sum_{\mathbf G}c_{s\mathbf G}e^{i\mathbf G\cdot\mathbf r}\).

In the spin frame that rotates with the spiral, \(\beta=e^{-i\mathbf q\cdot\mathbf r}b_+\) is periodic. With Fourier coefficients defined by \(f=\sum_{\mathbf G}f_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}\), the levels \(E_n(\mathbf k;\mathbf q)\) follow from the cell problem
\[ H_{ss}(\mathbf G,\mathbf G')=\frac{\hbar^2}{2m}\Big|\mathbf k-\frac{s\mathbf q}{2}+\mathbf G\Big|^2\delta_{\mathbf G\mathbf G'}+V_{\mathbf G-\mathbf G'}+s\,b_{z,\mathbf G-\mathbf G'},\qquad H_{\downarrow\uparrow}=\beta_{\mathbf G-\mathbf G'}, \tag{6} \]
with \(H_{\uparrow\downarrow}\) the Hermitian conjugate. For a nondegenerate level \(\langle\mathbf p\rangle/m=\hbar^{-1}\nabla_{\mathbf k}E_n\). Flat spirals have \(E_n(-\mathbf k)=E_n(\mathbf k)\); cones need not.

On a ring of \(N\) cells of length \(a\), with \(\psi\) periodic and \(qNa=2\pi j\) for integer \(j\), \(T^N=(-1)^j\) and
\[ k=\frac{2\pi\mu+\pi j}{Na},\qquad \mu\ \text{integer}. \tag{5} \]

For a uniform spiral, with \(V=0\), constant \(b_z\) and constant \(\beta=b_\perp\),
\[ E_\pm=\frac{\hbar^2}{2m}\Big(k^2+\frac{q^2}{4}\Big)\pm\sqrt{\Big(\frac{\hbar^2\mathbf k\cdot\mathbf q}{2m}-b_z\Big)^2+b_\perp^2}. \tag{7} \]

Two further kinds of term are now tested against the condition \([H,T_{\mathbf R}]=0\), and a model chain then checks the results numerically.

### Self-consistent fields

Let \(D_{ss'}(\mathbf r,\mathbf r')=\sum\psi_s(\mathbf r)\psi^*_{s'}(\mathbf r')\) run over occupied states, each of the form (4). In every term the factor \(e^{i\mathbf k\cdot\mathbf R}\) cancels against its conjugate:
\[ D_{ss'}(\mathbf r+\mathbf R,\mathbf r'+\mathbf R)=e^{-i(s-s')\mathbf q\cdot\mathbf R/2}D_{ss'}(\mathbf r,\mathbf r'). \tag{8} \]
By (3) this is the statement \(T_{\mathbf R}DT_{\mathbf R}^{-1}=D\). It can fail if a partly filled degenerate level is occupied with mixtures of different \(\mathbf k\). From (8) the density \(n=D_{\uparrow\uparrow}+D_{\downarrow\downarrow}\) and \(m_z=D_{\uparrow\uparrow}-D_{\downarrow\downarrow}\) at \(\mathbf r'=\mathbf r\) are periodic, and \(m_+=2\psi_\uparrow^*\psi_\downarrow\) summed over states, which is \(2D_{\downarrow\uparrow}\), gains \(e^{i\mathbf q\cdot\mathbf R}\), as in (2). For a spin-independent interaction \(w(\mathbf r-\mathbf r')\) the Hartree potential \(\int wn\) is periodic, and the Fock kernel \(-wD_{ss'}\) obeys (8) because \(w\) is unchanged by the joint shift. The Hartree-Fock operator commutes with \(T_{\mathbf R}\) again, so the iteration stays within the spiral form. Its fixed point is a stationary state, which need not be the lowest.

In the cell, normalize (1) in a volume \(\Omega\) and set \(D_{ss'}(\mathbf k';\mathbf G_1,\mathbf G_2)=\sum_nc_{s\mathbf G_1}c^*_{s'\mathbf G_2}\). The exchange element between \((s,\mathbf G)\) and \((s',\mathbf G')\) at \(\mathbf k\) has the integrand \(\Omega^{-2}w(\mathbf r-\mathbf r')e^{-i\mathbf P\cdot\mathbf r}e^{i\mathbf P'\cdot\mathbf r'}\), with \(\mathbf P=\mathbf k+\mathbf G-\mathbf k'-\mathbf G_1\) and \(\mathbf P'=\mathbf k+\mathbf G'-\mathbf k'-\mathbf G_2\). The shift \(s\mathbf q/2\) cancels in \(\mathbf P\), since both waves at \(\mathbf r\) have spin \(s\), and likewise \(s'\mathbf q/2\) in \(\mathbf P'\). Inserting \(w=\Omega^{-1}\sum_{\mathbf p}\tilde w(\mathbf p)e^{i\mathbf p\cdot(\mathbf r-\mathbf r')}\), the two integrals give \(\Omega^2\delta_{\mathbf p\mathbf P}\delta_{\mathbf p\mathbf P'}\), so \(\mathbf G_2=\mathbf G_1-\mathbf G+\mathbf G'\). The term added to (6) is \(-K\), with
\[ K_{ss'}(\mathbf G,\mathbf G')=\frac1\Omega\sum_{\mathbf k'\mathbf G_1}\tilde w(\mathbf P)\,D_{ss'}(\mathbf k';\mathbf G_1,\mathbf G_1-\mathbf G+\mathbf G'). \]

### Spin-orbit coupling

The term is \(\boldsymbol\sigma\cdot\mathbf A\) with \(\mathbf A=(\hbar/4m^2c^2)\nabla V\times\mathbf p\), where \(c\) is the speed of light, and \(\mathbf A\) commutes with \(\tau_{\mathbf R}\). By (3) the diagonal part \(\sigma_zA_z\) commutes with \(T_{\mathbf R}\): absence of spin-orbit coupling is sufficient for the theorem, and this part does no harm. The lower left part \(O\), with element \(A_x+iA_y\), obeys \(T_{\mathbf R}OT_{\mathbf R}^{-1}=e^{-i\mathbf q\cdot\mathbf R}O\). Then \(T_{\mathbf R}O\psi_{\mathbf k}=e^{i(\mathbf k-\mathbf q)\cdot\mathbf R}O\psi_{\mathbf k}\), so \(O\) carries \(\mathbf k\) to \(\mathbf k-\mathbf q\) and \(O^\dagger\) to \(\mathbf k+\mathbf q\). Unless \(\mathbf q\) is a \(\mathbf G\) or \(O\) vanishes, the sectors mix and (1) fails. \(O\) vanishes, for example, in a strictly two-dimensional model with \(z\) along the normal and \(\nabla V\) in the plane, where \(\nabla V\times\mathbf p\) has only a \(z\) component. A gradient along the normal, as at a surface, adds the in-plane components \((-\partial_zV\,p_y,\ \partial_zV\,p_x)\), and in a real layer of atoms \(A_x+iA_y\) couples orbitals such as \(p_x\) and \(p_z\), so there \(O\) does not vanish. Count \(\sigma_zA_z\), which acts within a sector and can shift levels at first order, as part of the unperturbed Hamiltonian, and treat \(O+O^\dagger\) as the perturbation. States of different \(\mathbf k\) are orthogonal, so its first-order shift of a nondegenerate level vanishes. A third-order term in \(O+O^\dagger\) must return to \(\mathbf k\) in three steps of \(\pm\mathbf q\), which requires \(\mathbf q\) or \(3\mathbf q\) to be a \(\mathbf G\); otherwise the second-order shift is corrected at fourth order. Levels degenerate between \(\mathbf k\) and \(\mathbf k\pm\mathbf q\) can split at first order.

## Worked example: a model chain

The chain has round parameters: \(a=0.4\) nm, wells \(-V_0\,g(x-na)\) with \(g(x)=e^{-x^2/2\ell^2}\), \(V_0=10\) eV, \(\ell=0.05\) nm, and a field \(b_0\,g(x-na)\) along \((\sin\theta\cos qna,\ \sin\theta\sin qna,\ \cos\theta)\) with \(b_0=1.5\) eV, \(\theta=60^\circ\). A ring with \(N=8\), \(j=3\) has \(L=3.2\) nm, \(q=6\pi/L=5.89049\) nm⁻¹, \(qa=135^\circ\), and \(G_0=2\pi/a=15.70796\) nm⁻¹.

With \(\tilde g(p)=\int g\,e^{-ipx}dx=\ell\sqrt{2\pi}\,e^{-p^2\ell^2/2}\), the substitution \(y=x-na\) joins the cell integrals of all sites into one integral over the line. This gives \(-V_0\tilde g(G)/a\) for the potential. For \(\beta\), the site phase \(e^{iqna}\) cancels against \(e^{-i(G+q)na}\), so \(\beta_G=b_0\sin\theta\,\tilde g(G+q)/a\). The \(G=0\) potential coefficient is \(-10\times0.05\times2.50663/0.4=-3.13329\) eV, and \(\beta_0=1.2990\times(0.05\times2.50663/0.4)\times e^{-(0.29452)^2/2}=0.38975\) eV. Also \(\beta_{+G_0}=0.22718\) eV and \(\beta_{-G_0}=0.36083\) eV.

The independent calculation samples the fields on 24 points per cell and diagonalizes the whole ring, a matrix of size 384 against 50 for (6). The largest element of \([H,T]\) is at rounding level. For \(\tau\) alone it is the peak transverse field times \(|e^{iqa}-1|\), that is \(1.2990\times2\sin67.5^\circ=2.400\) eV. With the rotation reversed the phases add, \(|e^{2iqa}-1|=2\sin135^\circ\), giving 1.837 eV. Both match the output. At five of the eight points of the mesh (5), with wavevectors in nm⁻¹ and energies in eV:

| \(k\) | \(k-q/2\) | \(k+q/2\) | \(E_1\) | \(E_2\) | up weight, band 1 |
|---|---|---|---|---|---|
| −6.872 | −9.817 | −3.927 | −4.8649 | −2.9107 | 0.199 |
| −2.945 | −5.890 | 0 | −5.0979 | −2.9792 | 0.152 |
| 0.982 | −1.963 | 3.927 | −4.9724 | −3.3762 | 0.306 |
| 2.945 | 0 | 5.890 | −4.8553 | −3.3278 | 0.410 |
| 6.872 | 3.927 | 9.817 | −4.7498 | −3.0823 | 0.314 |

The lowest 32 ring levels differ from the cell levels by \(4.3\times10^{-13}\) eV at most, while the unshifted mesh misses the lowest 16 by up to 0.057 eV. For each of those 16 states \(k\) is read from \(\langle T\rangle\), and the Fourier weight outside \(k\mp q/2+G\) is at rounding level. The lowest level on the mesh lies at \(k=-q/2\). In the limit of no transverse field this is where it must lie, because \(b_z>0\) favours spin down, whose nodeless periodic ground state has \(k+q/2=0\). At the field used here the minimum of the continuous band has moved to about \(-2.5\) nm⁻¹, and \(-q/2\) is only the nearest mesh point. The band is asymmetric: \(E_1(k_0)-E_1(-k_0)=0.187\) eV at \(k_0=2\) nm⁻¹. At \(k=0.982\) nm⁻¹ the band slope and \(\langle p\rangle/m\) on the ring both give \(9.050\times10^4\) m/s.

For (7) take \(b_z=0.75\) eV, \(b_\perp=1.2990\) eV, \(k=0.98175\) nm⁻¹ and \(\hbar^2/2m=0.0380998\) eV nm². The mean is \(0.0380998\times(0.9638+8.6745)=0.36722\) eV, and \(\hbar^2kq/2m=0.22033\) eV. The root is \(\sqrt{0.52967^2+1.6875}=1.40287\) eV, so \(E_-=-1.0357\) eV and \(E_+=1.7701\) eV.

An incommensurate case, \(qa/2\pi=\sqrt2-1\), is tested without a ring. Let \(M\) carry \((\psi,\psi')\) across one cell of the unrotated equation at energy \(E\). By (4), \(U(qa)M\) must have the eigenvalue \(e^{ika}\) at \(E=E_n(k;q)\). At \(k_0\), with \(E_1=-4.8830\) eV and \(E_2=-3.3404\) eV from (6), the nearest eigenvalue is within \(3.4\times10^{-11}\) of it.

In strictly one dimension \(\nabla V\times\mathbf p=0\), so spin-orbit coupling is modelled by \(\alpha(p/\hbar)\sigma_n\) with \(\alpha=0.01\) eV nm. For \(n=z\) the cell still reproduces the ring, and first-order shifts reach 0.023 eV. For \(n=y\) they vanish, the ground state has weight \(1.7\times10^{-4}\) outside its main sector, and the mean shift of band 1 is \(-6.3\times10^{-4}\) eV. Halving \(\alpha\) divides it by 4.000, as for a second-order shift with no third-order part; here \(3q=9G_0/8\) is not a \(G\). This does not isolate the condition on \(3q\). In this chain \(V\), \(b_x\), \(b_z\) are even and \(b_y\) is odd in \(x\), so \(x\to-x\) followed by complex conjugation leaves \(H\) unchanged and reverses \(p\sigma_y\), and the spectrum is even in \(\alpha\) for any \(q\).

Finally the imposed field serves as a starting guess and is then removed, and one electron per cell interacts through a Gaussian repulsion of height 5 eV and width 0.1 nm, in Hartree-Fock with flat spirals. This level omits correlation and spin-orbit coupling, and the numbers belong to the 8-cell ring. The gap is taken over the mesh only: on a 16-cell ring it falls from 3.13 to 3.09 eV at 135°, while the energy differences and moments at 90°, 135° and 180° keep the digits shown.

| \(qa\) | \(E(q)-E(0)\), eV per cell | gap, eV | moment |
|---|---|---|---|
| 0° | 0 | 2.66 | 1.000 |
| 45° | −0.00279 | 2.77 | 0.988 |
| 90° | −0.00946 | 2.86 | 0.953 |
| 135° | −0.01606 | 3.13 | 0.902 |
| 180° | −0.01877 | 3.38 | 0.841 |

At 135° the ring, iterated with no symmetry imposed, gives the cell's energy, \(-3.94092\) eV per cell, the same moment, and a turn of 135° per cell. It starts from a spiral, so this tests closure and not stability. Among the five states 180° is lowest, by \(3.01\times10^{-21}\) J per cell below the ferromagnet, against \(2.57\times10^{-21}\) J at 135°. The moment listed is \(|\int_{\rm cell}e^{-iqx}m_+dx|\), in units of one fully polarized electron. For a rigidly rotated atomic spin density it equals that density's Fourier transform at \(q\), as for \(\beta_0\), and so falls with \(q\) even at fixed atomic moment; the table does not separate this from a loss of polarization.

## Calculated quantities

```
hbar^2/2m = 0.0380998 eV nm^2
a = 0.4 nm, V0 = 10.0 eV, s = 0.05 nm, b0 = 1.5 eV, theta = 60 deg
Nc = 8, j = 3, L = 3.2 nm, G0 = 15.70796 1/nm
q = 5.89049 1/nm, q a = 135.0 deg, q/2 = 2.94524 1/nm
matrix size: cell 50, ring 384 (24 points per cell)
V_0 = -3.13329 eV, V_G0 = -2.30172 eV
bz_0 = 0.23500 eV, beta_0 = 0.38975 eV
beta_+G0 = 0.22718 eV, beta_-G0 = 0.36083 eV
max|[H,T]| = 2.5e-13 eV, [H,tau]: 2.400 eV, wrong sense: 1.837 eV
T^Nc diagonal value = -1.000000
k, k-q/2, k+q/2 (1/nm) | E1, E2 cell (eV) | E1 ring (eV) | up weight band 1
 -6.8722  -9.8175  -3.9270 | -4.864942 -2.910678 | -4.864942 | 0.1986
 -4.9087  -7.8540  -1.9635 | -5.017164 -2.819283 | -5.017164 | 0.1484
 -2.9452  -5.8905   0.0000 | -5.097895 -2.979244 | -5.097895 | 0.1520
 -0.9817  -3.9270   1.9635 | -5.072357 -3.238961 | -5.072357 | 0.2037
  0.9817  -1.9635   3.9270 | -4.972382 -3.376202 | -4.972382 | 0.3059
  2.9452   0.0000   5.8905 | -4.855313 -3.327796 | -4.855313 | 0.4095
  4.9087   1.9635   7.8540 | -4.760846 -3.203354 | -4.760846 | 0.4192
  6.8722   3.9270   9.8175 | -4.749783 -3.082294 | -4.749783 | 0.3136
ring vs cell, 32 levels: 4.3e-13 eV; unshifted mesh: 0.0574 eV
largest Fourier weight outside k-+q/2+G: 4.4e-16
velocity at k = 0.9817 1/nm: slope 9.0500e+04, ring 9.0500e+04 m/s
cone: E1(k0) - E1(-k0) = 0.18723 eV at k0 = 2.0 1/nm
uniform spiral: bz = 0.7500 eV, b_perp = 1.2990 eV, k = 0.98175 1/nm
  E- = -1.035655 eV, E+ = 1.770089 eV
incommensurate q = 6.50645 1/nm, k0: E1 = -4.883020 eV, E2 = -3.340435 eV
  |eig(U M) - exp(i k0 a)| = 3.4e-11
alpha = 0.01 eV nm; largest first-order shift z: 0.02273 eV, y: 4.0e-14 eV
  y term: mean band-1 shift -6.2763e-04 eV, ratio alpha:alpha/2 = 4.000
  y term: ground-state weight outside one k sector = 1.69e-04
Hartree-Fock: W = 5.0 eV, sw = 0.1 nm, flat spiral
q a (deg) | E per cell (eV) | E(q)-E(0) (eV) | gap (eV) | rotating-frame moment
   0.0 | -3.9248593 | +0.0000000 | 2.6631 | 1.00000
  45.0 | -3.9276445 | -0.0027852 | 2.7722 | 0.98750
  90.0 | -3.9343167 | -0.0094573 | 2.8570 | 0.95266
 135.0 | -3.9409177 | -0.0160583 | 3.1264 | 0.90168
 180.0 | -3.9436314 | -0.0187721 | 3.3806 | 0.84087
ring, q a = 135 deg: E = -3.9409177 eV, moment 0.90168
ring: turn per cell = 135.0000 deg, iterations 11
E(135 deg)-E(0) = -2.5728e-21 J
E(180 deg)-E(0) = -3.0076e-21 J
```
